# Why mean-field levels of a weakly coupled molecule miss the image charge: test program

```python
"""Result under test: near a metal the gap I - A of a weakly coupled molecule
shrinks by about 1/(2d), while Hartree-Fock and PBE eigenvalue gaps do not.
The static GW change (Coulomb hole + screened exchange) restores the effect.
I, A: ionization energy and electron affinity; d: height above the image plane.
The metal fills z < 0; M reflects z -> -z; the metal adds to the screened
interaction the term dW(r,r') = -1/|r - M r'|.  Hartree atomic units.
Molecule: flat ethylene, basis 6-31G (s and p functions only)."""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import ellipk
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
MIRROR = np.array([1.0, 1.0, -1.0])
CX, HX, HY = 1.265, 2.330, 1.755      # chosen planar geometry, bohr


def ethylene(height, charge=0):
    atoms = [("C", (s * CX, 0.0, height)) for s in (1, -1)]
    atoms += [("H", (s * HX, t * HY, height)) for s in (1, -1) for t in (1, -1)]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", charge=charge,
                 spin=abs(charge), verbose=0)


def with_mirror_copy(mol):
    """Molecule followed by a second one at the reflected positions."""
    pos = mol.atom_coords()
    names = [mol.atom_symbol(i) for i in range(mol.natm)]
    atoms = [(s, tuple(r)) for s, r in zip(names, pos)]
    atoms += [(s, tuple(r * MIRROR)) for s, r in zip(names, pos)]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)


class Metal:
    """Image interaction of all charges of a molecule with a conductor."""

    def __init__(self, mol):
        pair, nb = with_mirror_copy(mol), mol.nbas
        eri = pair.intor("int2e", shls_slice=(0, nb, 0, nb, nb, 2*nb, nb, 2*nb))
        # reflection changes the sign of p_z functions
        sign = np.array([-1.0 if lab[3] == "z" else 1.0
                         for lab in mol.ao_labels(fmt=None)])
        self.eri = eri * sign[:, None] * sign
        pos, Z = mol.atom_coords(), mol.atom_charges()
        self.vnuc = np.zeros((mol.nao, mol.nao))
        for z, r in zip(Z, pos * MIRROR):
            with mol.with_rinv_origin(r):
                self.vnuc += z * mol.intor("int1e_rinv")
        dist = np.linalg.norm(pos[:, None] - (pos * MIRROR)[None], axis=2)
        self.enn = np.sum(np.outer(Z, Z) / dist)

    def potential(self, density):
        return self.vnuc - np.tensordot(self.eri, density, axes=2)

    def energy(self, density):
        rep = np.sum(density * np.tensordot(self.eri, density, axes=2))
        return -0.5 * rep + np.sum(density * self.vnuc) - 0.5 * self.enn


def mean_field(mol, v_ext, dm, xc=None):
    if xc:
        mf = dft.RKS(mol)
        mf.xc = xc
        mf.grids.level = 1
    else:
        mf = scf.UHF(mol) if mol.spin else scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc") + v_ext
    mf.get_hcore = lambda *args: h
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def relaxed_metal(mol, metal, dm, xc=None):
    """Molecule and image made mutually consistent; total energy, mf, potential."""
    v = np.zeros((mol.nao, mol.nao))
    for _ in range(25):
        mf = mean_field(mol, v, dm, xc)
        dm = np.asarray(mf.make_rdm1())
        total = dm if dm.ndim == 2 else dm.sum(axis=0)
        v_new = metal.potential(total)
        if np.max(np.abs(v_new - v)) < 1e-6:
            return mf.e_tot - np.sum(total * v) + metal.energy(total), mf, v
        v = v_new
    raise AssertionError("image potential did not settle")


def spin_density(C, n_up, n_down):
    return np.array([C[:, :n] @ C[:, :n].T for n in (n_up, n_down)])


# ---- conductor: induced surface charge of a unit charge at height h ----
def sigma(s, h):
    return -h / (2 * np.pi * (s * s + h * h) ** 1.5)


def induced_potential(r, z, h):
    def ring(s):
        a = (r + s) ** 2 + z * z
        return 4 * s * sigma(s, h) * ellipk(4 * r * s / a) / np.sqrt(a)
    return quad(ring, 0, np.inf, epsabs=1e-11, limit=200)[0]


def force(h):
    return quad(lambda t: 2*np.pi*h*t * sigma(h*t, h) * h
                / (h*h*(1 + t*t)) ** 1.5 * h, 0, np.inf)[0]


h0 = 8.0
for r, z in ((0.0, -1.0), (2.0, -3.0), (7.0, -5.0)):
    inside = 1 / np.hypot(r, h0 - z) + induced_potential(r, z, h0)
    assert abs(inside) < 1e-7
v_self = induced_potential(0.0, h0, h0)
work = quad(force, h0, np.inf)[0]
assert abs(v_self + 1 / (2 * h0)) < 1e-7
assert abs(work + 1 / (4 * h0)) < 1e-7
print(f"Unit charge at 8 bohr: induced potential {v_self:.6f} hartree/e")
print(f"Unit charge at 8 bohr: energy from force {work:.6f} hartree")

# ---- second-order (GW) shifts against diagonalization of a small model ----
e1, e2, Om, g11, g22, g12, nbos = -0.2, 0.2, 0.5, 0.020, 0.025, 0.010, 12
a, I2, Zp = np.array([[0., 1.], [0., 0.]]), np.eye(2), np.diag([1., -1.])
c1, c2 = np.kron(a, I2), np.kron(Zp, a)
n1, n2 = c1.T @ c1, c2.T @ c2
b = np.diag(np.sqrt(np.arange(1, nbos)), 1)
couple = g11 * (n1 - np.eye(4)) + g22 * n2 + g12 * (c1.T @ c2 + c2.T @ c1)
H = (np.kron(e1 * n1 + e2 * n2, np.eye(nbos)) + Om * np.kron(np.eye(4), b.T @ b)
     + np.kron(couple, b + b.T))
number = np.rint(np.diag(np.kron(n1 + n2, np.eye(nbos)))).astype(int)
E = []
for n in range(3):
    idx = np.where(number == n)[0]
    E.append(np.linalg.eigvalsh(H[np.ix_(idx, idx)])[0])
exact = np.array([E[1] - E[0] - e1, E[2] - E[1] - e2])
gw = np.array([g11**2 / (e1 - e1 + Om) + g12**2 / (e1 - e2 - Om),
               g12**2 / (e2 - e1 + Om) + g22**2 / (e2 - e2 - Om)])
assert np.all(np.abs(exact - gw) < 0.01 * np.abs(gw))
print(f"Model levels {e1:.2f}, {e2:.2f}; mode {Om:.2f} hartree")
print(f"Model couplings g11, g22, g12: {g11:.3f}, {g22:.3f}, {g12:.3f} hartree")
print(f"Model occupied shift: exact {exact[0]:.6f}, GW {gw[0]:.6f} hartree")
print(f"Model empty shift: exact {exact[1]:.6f}, GW {gw[1]:.6f} hartree")

# ---- ethylene without metal ----
mol = ethylene(8.0)
zero = np.zeros((mol.nao, mol.nao))
vac = mean_field(mol, zero, None)
nocc = mol.nelectron // 2
HO, LU = nocc - 1, nocc
C0 = vac.mo_coeff
S = mol.intor("int1e_ovlp")
pz = np.array([lab[3] == "z" for lab in mol.ao_labels(fmt=None)])
for n in (HO, LU):                      # both frontier orbitals are pi orbitals
    assert np.sum((C0[:, n] * (S @ C0[:, n]))[pz]) > 0.95
dm_cat = spin_density(C0, nocc, nocc - 1)
dm_an = spin_density(C0, nocc + 1, nocc)
# alpha/beta counts follow the charge: the cation has one beta electron fewer
cat0 = mean_field(ethylene(8.0, 1), zero, dm_cat)
an0 = mean_field(ethylene(8.0, -1), zero, dm_an)
I0, A0 = cat0.e_tot - vac.e_tot, vac.e_tot - an0.e_tot
eps0 = vac.mo_energy[[HO, LU]]
print(f"Geometry: C x = {CX:.3f}, H x = {HX:.3f}, H y = {HY:.3f} bohr")
print(f"No metal, HF eigenvalues HOMO, LUMO: {eps0[0]:.5f}, {eps0[1]:.5f} hartree")
print(f"No metal, energy differences I, A: {I0:.5f}, {A0:.5f} hartree")
print(f"No metal, energy-difference gap: {I0 - A0:.5f} hartree")

# ---- exchange with a non-overlapping neighbour ----
K = []
for sep in (8.0, 12.0):
    m = ethylene(sep / 2)
    nb, c = m.nbas, C0[:, HO]
    x = with_mirror_copy(m).intor(
        "int2e", shls_slice=(0, nb, nb, 2*nb, nb, 2*nb, 0, nb))
    K.append(np.einsum("ijkl,i,j,k,l->", x, c, c, c, c, optimize=True))
    print(f"Exchange integral at separation {sep:.0f} bohr: {K[-1]:.2e} hartree")
assert abs(K[0]) < 0.02 / (4 * 8.0) and abs(K[1]) < 1e-2 * abs(K[0])

# ---- ethylene above the metal ----
for d in (8.0, 12.0, 20.0):
    mol = ethylene(d)
    metal = Metal(mol)
    E_n, mf, v_n = relaxed_metal(mol, metal, vac.make_rdm1())
    E_c = relaxed_metal(ethylene(d, 1), metal, dm_cat)[0]
    E_a = relaxed_metal(ethylene(d, -1), metal, dm_an)[0]
    dI, dA = E_c - E_n - I0, E_n - E_a - A0
    true_shift = np.array([-dI, -dA])
    hf_shift = mf.mo_energy[[HO, LU]] - eps0

    grid = dft.gen_grid.Grids(mol)
    grid.level = 3
    grid.build()
    ao = mol.eval_gto("GTOval_sph", grid.coords)
    height = np.maximum(grid.coords[:, 2], 0.5)   # orbitals are negligible below
    coh, sex = [], []
    occ = mf.mo_coeff[:, :nocc]
    for n in (HO, LU):
        cn = mf.mo_coeff[:, n]
        weight = grid.weights * (ao @ cn) ** 2
        assert abs(weight.sum() - 1) < 1e-3
        coh.append(-0.25 * np.sum(weight / height))
        x = np.einsum("i,ijkl,k->jl", cn, metal.eri, cn, optimize=True)
        sex.append(np.sum(occ * (x @ occ)))
    coh, sex = np.array(coh), np.array(sex)
    gw_shift = hf_shift + coh + sex
    gap_true, gap_hf, gap_gw = (s[1] - s[0] for s in
                                (true_shift, hf_shift, gw_shift))
    image = 1 / (2 * d)
    # neglected multipole and molecular-screening terms scale as 1/d^3
    assert abs(gap_true + image) < 3 / d**3
    assert abs(gap_gw - gap_true) < 3 / d**3
    assert true_shift[0] > 0 > true_shift[1]
    assert np.all(np.abs(hf_shift) < 0.1 / (4 * d))
    assert abs(gap_hf) < 0.02 * image
    assert abs(coh[1] - coh[0]) < 0.05 * image
    assert sex[0] > 0.9 * image and abs(sex[1]) < 0.1 * image
    print(f"--- d = {d:.0f} bohr; changes against no metal, hartree ---")
    print(f"HF eigenvalues HOMO, LUMO: {hf_shift[0]:.6f}, {hf_shift[1]:.6f}")
    print(f"Energy differences -I, -A: {true_shift[0]:.6f}, {true_shift[1]:.6f}")
    print(f"Coulomb hole HOMO, LUMO: {coh[0]:.6f}, {coh[1]:.6f}")
    print(f"Screened exchange HOMO, LUMO: {sex[0]:.6f}, {sex[1]:.6f}")
    print(f"HF + static GW HOMO, LUMO: {gw_shift[0]:.6f}, {gw_shift[1]:.6f}")
    print(f"Gap: HF eigenvalues {gap_hf:.6f}, energy differences {gap_true:.6f}")
    print(f"Gap: HF + static GW {gap_gw:.6f}, point charge {-image:.6f}")
    if d == 8.0:
        print(f"Gap in eV: energy differences {gap_true * HARTREE_EV:.3f}, "
              f"static GW {gap_gw * HARTREE_EV:.3f}")
        # metal held in the polarization it has for the neutral molecule
        fn = mean_field(mol, v_n, mf.make_rdm1()).e_tot
        fc = mean_field(ethylene(d, 1), v_n, dm_cat).e_tot
        fa = mean_field(ethylene(d, -1), v_n, dm_an).e_tot
        frozen = (fc + fa - 2 * fn) - (I0 - A0)
        assert abs(frozen) < 0.02 * image
        print(f"Gap: energy differences with frozen metal {frozen:.6f}")
        p0 = mean_field(mol, zero, vac.make_rdm1(), "pbe")
        p1 = relaxed_metal(mol, metal, p0.make_rdm1(), "pbe")[1]
        pe = p0.mo_energy[[HO, LU]]
        ps = p1.mo_energy[[HO, LU]] - pe
        assert np.all(np.abs(ps) < 0.1 / (4 * d))
        assert abs(ps[1] - ps[0]) < 0.02 * image
        print(f"PBE eigenvalues without metal: {pe[0]:.5f}, {pe[1]:.5f}")
        print(f"PBE eigenvalue changes HOMO, LUMO: {ps[0]:.6f}, {ps[1]:.6f}")
        print(f"Gap: PBE eigenvalues {ps[1] - ps[0]:.6f}")

print("OK")
```

Running it gives:

```
Unit charge at 8 bohr: induced potential -0.062500 hartree/e
Unit charge at 8 bohr: energy from force -0.031250 hartree
Model levels -0.20, 0.20; mode 0.50 hartree
Model couplings g11, g22, g12: 0.020, 0.025, 0.010 hartree
Model occupied shift: exact 0.000689, GW 0.000689 hartree
Model empty shift: exact -0.001139, GW -0.001139 hartree
Geometry: C x = 1.265, H x = 2.330, H y = 1.755 bohr
No metal, HF eigenvalues HOMO, LUMO: -0.37101, 0.17334 hartree
No metal, energy differences I, A: 0.32783, -0.13994 hartree
No metal, energy-difference gap: 0.46777 hartree
Exchange integral at separation 8 bohr: 9.42e-05 hartree
Exchange integral at separation 12 bohr: 6.05e-10 hartree
--- d = 8 bohr; changes against no metal, hartree ---
HF eigenvalues HOMO, LUMO: -0.000589, -0.000587
Energy differences -I, -A: 0.030577, -0.031587
Coulomb hole HOMO, LUMO: -0.032545, -0.032803
Screened exchange HOMO, LUMO: 0.063349, 0.000835
HF + static GW HOMO, LUMO: 0.030216, -0.032555
Gap: HF eigenvalues 0.000002, energy differences -0.062163
Gap: HF + static GW -0.062771, point charge -0.062500
Gap in eV: energy differences -1.692, static GW -1.708
Gap: energy differences with frozen metal 0.000011
PBE eigenvalues without metal: -0.23368, -0.01563
PBE eigenvalue changes HOMO, LUMO: -0.000530, -0.000524
Gap: PBE eigenvalues 0.000006
--- d = 12 bohr; changes against no metal, hartree ---
HF eigenvalues HOMO, LUMO: -0.000178, -0.000178
Energy differences -I, -A: 0.020624, -0.020929
Coulomb hole HOMO, LUMO: -0.021196, -0.021265
Screened exchange HOMO, LUMO: 0.041917, 0.000241
HF + static GW HOMO, LUMO: 0.020543, -0.021202
Gap: HF eigenvalues 0.000000, energy differences -0.041553
Gap: HF + static GW -0.041745, point charge -0.041667
--- d = 20 bohr; changes against no metal, hartree ---
HF eigenvalues HOMO, LUMO: -0.000039, -0.000039
Energy differences -I, -A: 0.012453, -0.012520
Coulomb hole HOMO, LUMO: -0.012576, -0.012591
Screened exchange HOMO, LUMO: 0.025054, 0.000051
HF + static GW HOMO, LUMO: 0.012439, -0.012578
Gap: HF eigenvalues 0.000000, energy differences -0.024973
Gap: HF + static GW -0.025017, point charge -0.025000
OK
```
